# Quartic Euler-Heisenberg Lagrangian for Dirac and scalar loops

## Question

I am trying to expand the one-loop effective Lagrangian of a constant electromagnetic field to fourth order. The target for a Dirac particle is

$$
\mathcal L_4=\frac{2\alpha^2}{45m^4}\left[(\mathbf E^2-\mathbf B^2)^2+7(\mathbf E\cdot\mathbf B)^2\right],
$$

and for a charged scalar the coefficients "in the same normalization" should be $7/16$ and $1/4$.

For parallel fields I start from a proper-time integral containing $x\coth x\;y\cot y$. Its fourth-order part comes out as $-(x^4+y^4)/45-x^2y^2/9$, and I see no 7 in it. I also have three doubts. Does the scalar $1/4$ multiply the 7 or replace it? Why may I use parallel fields at all? And what does the expansion mean when $\cot y$ has poles on the integration path? I would like to see where the integral comes from too, so that I can trust the signs.

## Answer

Your fourth-order part is right. The 7 appears when it is written in terms of $(x^2-y^2)^2$ and $x^2y^2$. The scalar $1/4$ replaces the 7; it does not multiply it.

I use $\hbar=c=1$ and Heaviside-Lorentz fields, so $e^2=4\pi\alpha$ and the Maxwell Lagrangian is $(\mathbf E^2-\mathbf B^2)/2$. Write

$$
S=\mathbf E^2-\mathbf B^2,\qquad G=\mathbf E\cdot\mathbf B .
$$

The scalar is complex and minimally coupled, with the same $e$ and $m$ as the Dirac particle. The fields are constant, and $eE,eB\ll m^2$.

### Why parallel fields suffice

Boost with velocity $\mathbf v$ along $\mathbf E\times\mathbf B$. Since $\mathbf v$ is perpendicular to both fields,

$$
\mathbf E'=\gamma(\mathbf E+\mathbf v\times\mathbf B),\qquad
\mathbf B'=\gamma(\mathbf B-\mathbf v\times\mathbf E).
$$

Multiplying out the cross product, with $\mathbf E\times(\mathbf v\times\mathbf E)=\mathbf vE^2$, $(\mathbf v\times\mathbf B)\times\mathbf B=-\mathbf vB^2$ and $(\mathbf v\times\mathbf B)\times(\mathbf v\times\mathbf E)=-v^2\,\mathbf E\times\mathbf B$, gives

$$
\mathbf E'\times\mathbf B'=\gamma^2\left[(1+v^2)\,\mathbf E\times\mathbf B-\mathbf v(E^2+B^2)\right].
$$

It vanishes if

$$
\frac{v}{1+v^2}=r,\qquad r=\frac{|\mathbf E\times\mathbf B|}{E^2+B^2}.
$$

A solution with $v<1$ needs $r<1/2$. Because $(E^2+B^2)^2-4|\mathbf E\times\mathbf B|^2=S^2+4G^2$, this holds unless $S=G=0$.

In the new frame the fields are parallel or antiparallel, or one of them is zero. Let $a$ be the magnetic and $b$ the electric size there. Invariance of $S$ and $G^2$ gives

$$
a^2-b^2=-S,\qquad a^2b^2=G^2 .
$$

A result in terms of $a^2-b^2$ and $a^2b^2$ therefore holds in the original frame. The excluded null fields follow by continuity.

### The scalar integral

In Euclidean space take $F_{12}=B$ and $F_{34}=\mathcal E$, where $\mathcal E^2$ will be continued to $-E^2$. The operator $-D^2$ is a sum of two commuting parts, one for each plane.

In the 12 plane let $\Pi_k=-iD_k$, with $[\Pi_1,\Pi_2]=ieB$. Then $\Pi_1/\sqrt{eB}$ and $\Pi_2/\sqrt{eB}$ are a canonical pair, and $\Pi_1^2+\Pi_2^2$ has the oscillator levels $(2n+1)eB$. For the number of states, choose a gauge with plane waves along $x_2$. Their wave numbers are spaced by $2\pi/L_2$ and their orbit centres lie at $k/eB$, so a length $L_1$ holds $eBL_1L_2/2\pi$ states per level. The heat trace per area is

$$
\frac{eB}{2\pi}\sum_{n=0}^\infty e^{-(2n+1)eBs}
=\frac{eB}{4\pi\sinh(eBs)}=\frac{1}{4\pi s}\,\frac{x}{\sinh x},\qquad x=eBs .
$$

The other plane gives the same factor with $\bar y=e\mathcal Es$.

The Gaussian integral over a complex scalar gives $Z=1/\det(-D^2+m^2)$, and $\ln Z$ is the four-volume times $\mathcal L$. Up to a field-independent constant, $\ln A=-\int_0^\infty ds\,e^{-As}/s$. Hence

$$
\mathcal L_{\rm sc}=\frac1{16\pi^2}\int_0^\infty\frac{ds}{s^3}e^{-m^2s}\,
\frac{x}{\sinh x}\,\frac{\bar y}{\sinh\bar y}
\quad\text{(unsubtracted)}.
$$

The continuation $\bar y=iy$, with $y$ now built from the real electric field, turns $\bar y/\sinh\bar y$ into $y/\sin y$.

### The Dirac integral

Here $Z=\det(\not D+m)$. Since $\gamma_5\not D\gamma_5=-\not D$, the determinants of $\not D+m$ and $-\not D+m$ are equal, so $\ln Z=\tfrac12\,{\rm Tr}\ln(-\not D^2+m^2)$. Compared with the scalar, the prefactor changes from $-1$ to $+\tfrac12$. Splitting $\gamma_\mu\gamma_\nu$ into symmetric and antisymmetric parts gives

$$
\not D^2=D^2+\tfrac14[\gamma_\mu,\gamma_\nu][D_\mu,D_\nu]
=D^2-ie(B\gamma_1\gamma_2+\mathcal E\gamma_3\gamma_4).
$$

The matrices $i\gamma_1\gamma_2$ and $i\gamma_3\gamma_4$ commute and square to one. They and their product are traceless, so each of the four sign pairs $(\pm1,\pm1)$ occurs once. The spin trace is thus $\sum e^{\pm x\pm\bar y}=4\cosh x\cosh\bar y$. With the factor $-\tfrac12$ relative to the scalar, and $\bar y\coth\bar y\to y\cot y$,

$$
\mathcal L_{\rm sp}=-\frac1{8\pi^2}\int_0^\infty\frac{ds}{s^3}e^{-m^2s}\,
x\coth x\;y\cot y\quad\text{(unsubtracted)}.
$$

From here on $x=eas$ and $y=ebs$.

### Series and subtractions

Start from $\sinh x/x=1+x^2/6+x^4/120+\dots$ and invert it. The fourth-order coefficient is $1/36-1/120=7/360$:

$$
\frac{x}{\sinh x}=1-\frac{x^2}6+\frac{7x^4}{360}+\dots
$$

Multiplying by $\cosh x=1+x^2/2+x^4/24+\dots$ gives $1/2-1/6=1/3$ at second order and $1/24-1/12+7/360=-1/45$ at fourth:

$$
x\coth x=1+\frac{x^2}3-\frac{x^4}{45}+\dots
$$

Replacing $x$ by $iy$ reverses the sign of the quadratic terms:

$$
\frac{y}{\sin y}=1+\frac{y^2}6+\frac{7y^4}{360}+\dots,\qquad
y\cot y=1-\frac{y^2}3-\frac{y^4}{45}+\dots
$$

The 1 in each product is the field-independent vacuum energy and is dropped. The quadratic terms are $(x^2-y^2)/3$ for the spinor and $-(x^2-y^2)/6$ for the scalar. With the divergent integral $I=\int ds\,e^{-m^2s}/s$, cut off at small $s$, they contribute

$$
-\frac{a^2-b^2}{2}\,\frac{e^2I}{12\pi^2}\ \text{(spinor)},\qquad
-\frac{a^2-b^2}{2}\,\frac{e^2I}{48\pi^2}\ \text{(scalar)}.
$$

Both are multiples of the Maxwell term $-(a^2-b^2)/2$. They are absorbed by rescaling the field, with the inverse rescaling of the charge. The product of charge and field is unchanged, so $x$ and $y$ keep their form in renormalized quantities.

### The quartic terms

For the spinor, the terms $-x^4/45$, $-y^4/45$ and $(x^2/3)(-y^2/3)$ give your expression. Now use $x^4+y^4=(x^2-y^2)^2+2x^2y^2$:

$$
-\frac{x^4+y^4}{45}-\frac{x^2y^2}{9}
=-\frac{(x^2-y^2)^2+(2+5)x^2y^2}{45}.
$$

The 7 is a sum: 2 comes from completing the square and 5 from the product of the two quadratic terms. For the scalar,

$$
\frac{7(x^4+y^4)}{360}-\frac{x^2y^2}{36}
=\frac{7(x^2-y^2)^2+(14-10)x^2y^2}{360}.
$$

Here the same two contributions have opposite signs: 14 from completing the square and $-10$ from the product of the quadratic terms leave 4.

Every quartic term carries $s^4$, and $\int_0^\infty s\,e^{-m^2s}ds=1/m^4$. With $(a^2-b^2)^2=S^2$, $a^2b^2=G^2$ and $e^4=16\pi^2\alpha^2$,

$$
\mathcal L_{4,\rm sp}=\frac{e^4}{8\pi^2\cdot45\,m^4}(S^2+7G^2)
=\frac{2\alpha^2}{45m^4}(S^2+7G^2),
$$

$$
\mathcal L_{4,\rm sc}=\frac{e^4}{16\pi^2\cdot360\,m^4}(7S^2+4G^2)
=\frac{\alpha^2}{360m^4}(7S^2+4G^2).
$$

Since $\alpha^2/360=\frac1{16}\cdot\frac{2\alpha^2}{45}$, the last line is

$$
\mathcal L_{4,\rm sc}=\frac{2\alpha^2}{45m^4}\left[\frac7{16}S^2+\frac14G^2\right].
$$

Two special cases separate the coefficients. A pure electric or pure magnetic field sees the $S^2$ term alone, and the scalar effect is $7/16$ of the Dirac one. Parallel fields with $E=B$ have $S=0$, and the ratio is $\frac14/7=1/28$. For a plane wave $S=G=0$ and the quartic term vanishes.

### Checking the sign with zero-point energies

For a pure magnetic field $\mathcal L=-\varepsilon$, where $\varepsilon$ is the vacuum energy density. Let $u=m^2$, and let $p$ be the momentum along the field. A scalar mode contributes $\tfrac12\omega$ each for particle and antiparticle:

$$
\varepsilon_{\rm sc}=\frac{eB}{2\pi}\sum_n\int\frac{dp}{2\pi}\sqrt{p^2+M_n^2},\qquad M_n^2=u+(2n+1)eB .
$$

This diverges, but three derivatives with respect to $u$ make it finite. The derivative of the root is $\frac38(p^2+M_n^2)^{-5/2}$, and $\int dp\,(p^2+M_n^2)^{-5/2}=4/(3M_n^4)$, so

$$
\varepsilon_{\rm sc}'''=\frac{eB}{8\pi^2}\sum_n\frac1{M_n^4}=\frac1{16\pi^2}\,h\sum_n f\big((n+\tfrac12)h\big),
$$

with $h=2eB$ and $f(z)=(u+z)^{-2}$. The midpoint sum is

$$
h\sum_n f\big((n+\tfrac12)h\big)=\int_0^\infty f\,dz+\frac{h^2}{24}f'(0)-\frac{7h^4}{5760}f'''(0)+\dots
$$

The coefficients can be checked on $f=e^{-kz}$, for which the sum is $h/[2\sinh(kh/2)]$. With $f'''(0)=-24/u^5$ the last term is $\frac{7}{15}(eB)^4/u^5$. A term $C(eB)^4u^{-2}$ in $\mathcal L$ has third derivative $-24C(eB)^4u^{-5}$. Equating this to $-\varepsilon'''$ gives

$$
C_{\rm sc}=\frac{1}{24}\cdot\frac1{16\pi^2}\cdot\frac7{15}=\frac{7}{16}\cdot\frac1{360\pi^2}.
$$

The integration constants are quadratic polynomials in $u$ and cannot imitate $u^{-2}$.

For the Dirac field the filled sea gives $-\omega$ per electron state. Adding the spin energy $\mp eB$ to $(2n+1)eB$ gives levels $2neB$, single for $n=0$ and double otherwise. The sum becomes a trapezoidal one:

$$
\varepsilon_{\rm sp}'''=-\frac{1}{8\pi^2}\,h\left[\tfrac12f(0)+\sum_{n\ge1}f(nh)\right].
$$

Its fourth-order term is $\frac{h^4}{720}f'''(0)=-\frac8{15}(eB)^4/u^5$, again checkable on an exponential. Therefore $C_{\rm sp}=\frac1{24}\cdot\frac1{8\pi^2}\cdot\frac8{15}=1/(360\pi^2)$. As $e^4/(360\pi^2)=2\alpha^2/45$, this confirms $1$ and $7/16$ with their sign.

### What the poles do

For $b\neq0$ the integrand has poles at $y=n\pi$, that is at $s=n\pi/(eb)$. The contour must pass on one side of them. Passing above gives a positive imaginary part, as needed for the probability $|e^{i\int\mathcal L}|^2$ that the vacuum survives to stay below one.

Near the first pole $y\cot y\approx\pi/(y-\pi)$ and $y/\sin y\approx-\pi/(y-\pi)$. The half circle above it contributes $-i\pi$ times the residue. With $ds/s^3=(eb)^2dy/y^3$, the leading terms are

$$
{\rm Im}\,\mathcal L_{\rm sp}\approx\frac{(eb)^2}{8\pi^3}\,\frac{\pi a}{b}\coth\frac{\pi a}{b}\;e^{-\pi m^2/(eb)},
$$

$$
{\rm Im}\,\mathcal L_{\rm sc}\approx\frac{(eb)^2}{16\pi^3}\,\frac{\pi a/b}{\sinh(\pi a/b)}\;e^{-\pi m^2/(eb)} .
$$

This describes pair creation. All terms of the power series are real, so no finite order contains it. The series diverges: the term of order $s^{2n}$ integrates to $(2n-3)!/m^{4n-4}$, and for a pure field this factorial outgrows the geometric fall of the series coefficients. It is nevertheless asymptotic. Rotate the contour to a ray $s=te^{i\theta}$ with $0<\theta<\pi/2$. No pole lies on this ray, since the poles in $y$ are real and those in $x$ are imaginary, and the product of the two functions grows at most like $t^2$ along it. After the terms up to $s^{2N}$ are removed, the rest is therefore bounded along the whole ray by a constant times $(eFt)^{2N+2}$, where $F$ is the larger of $a$ and $b$. Integrating against $e^{-m^2t\cos\theta}/t^3$ then gives an error of order $m^4(eF/m^2)^{2N+2}$. So for weak fields the first terms are accurate.

To measure the truncation error, take one more order. Including $x^6/5040$ in $\sinh x/x$ and $x^6/720$ in $\cosh x$, the sixth-order coefficients are $-31/15120$ for $x/\sinh x$ and $2/945$ for $x\coth x$; for the functions of $y$ their signs are reversed. With $x^6-y^6=(x^2-y^2)[(x^2-y^2)^2+3x^2y^2]$ the products contain

$$
\text{spinor: }\frac{2(x^6-y^6)}{945}+\frac{x^2y^2(x^2-y^2)}{135}
=\frac{x^2-y^2}{945}\left[2(x^2-y^2)^2+13x^2y^2\right],
$$

$$
\text{scalar: }-\frac{31(x^6-y^6)}{15120}+\frac{7x^2y^2(x^2-y^2)}{2160}
=-\frac{x^2-y^2}{15120}\left[31(x^2-y^2)^2+44x^2y^2\right].
$$

Using $\int s^3e^{-m^2s}ds=6/m^8$ and $a^2-b^2=-S$,

$$
\mathcal L_{6,\rm sp}=\frac{e^6S(2S^2+13G^2)}{1260\pi^2m^8},\qquad
\mathcal L_{6,\rm sc}=\frac{e^6S(31S^2+44G^2)}{40320\pi^2m^8}.
$$

### A numerical case

Take $|\mathbf E|=0.10$ and $|\mathbf B|=0.20$ in units of $m^2/e$, at $60^\circ$. In these units

$$
S=0.01-0.04=-0.03,\qquad G=0.10\cdot0.20\cdot\tfrac12=0.01 .
$$

Here $r=0.02\sin60^\circ/0.05=0.346$, so $v=0.4025$. The parallel fields follow from $a^2,b^2=(\sqrt{S^2+4G^2}\mp S)/2$, which gives $a=0.1817$ and $b=0.0550$.

The brackets are

$$
\text{spinor: }9\times10^{-4}+7\times10^{-4}=1.6\times10^{-3},
$$

$$
\text{scalar: }\tfrac7{16}\cdot9\times10^{-4}+\tfrac14\cdot10^{-4}=4.19\times10^{-4}.
$$

With fields in $m^2/e$ the prefactor is $m^4/(360\pi^2)$. Hence $\mathcal L_4=4.50\times10^{-7}\,m^4$ for the spinor and $1.18\times10^{-7}\,m^4$ for the scalar, a ratio of 0.262. For the electron mass these are $6.40\times10^{17}$ and $1.68\times10^{17}\ \mathrm{J/m^3}$; a scalar of that mass is hypothetical. The Maxwell term is $S/(2e^2)=-0.1636\,m^4$, so the Dirac correction is $2.8\times10^{-6}$ of it in size.

The sextic terms are $-7.5\times10^{-9}\,m^4$ and $-2.4\times10^{-9}\,m^4$. The real part of the full one-loop integral lies below the quartic value by 1.6% for the spinor and 1.9% for the scalar, while the sextic terms are $-1.7\%$ and $-2.1\%$ of the quartic values. They reproduce the difference between the full integral and the quartic term, overshooting it by about 6% of the difference. Two-loop terms carry a further factor $\alpha$, with a numerical coefficient not computed here; they and field gradients are left out.

The imaginary parts are $2.0\times10^{-29}\,m^4$ and $6.3\times10^{-34}\,m^4$. The scalar one is far smaller because $1/\sinh(\pi a/b)\approx2e^{-\pi a/b}$ changes the exponent to $-\pi(m^2+ea)/(eb)$: the lowest scalar Landau level lies at $m^2+ea$, while spin brings the lowest Dirac level back to $m^2$.

The numerical output below also gives $c_1$ and $c_2$, the coefficients of $S^2$ and $G^2$, extracted from the full integral at weak fields, and $c_1$ from the zero-point sums.

## Values computed for the example and the checks

```
fine-structure constant alpha: 0.00729735
lattice: flux quanta 8, states in lowest level 8
lattice: x = 0.9817, heat-trace ratio 0.8595
lattice: x/sinh x = 0.8558
spinor: c1 from zero-point energies 1.00000
spinor: c1 from full integral 0.99983
spinor: c2 from full integral 7.00000
spinor: remainder / sextic term, fields/4: 0.9959
scalar: c1 from zero-point energies 0.43750
scalar: c1 from full integral 0.43747
scalar: c2 from full integral 0.25000
scalar: remainder / sextic term, fields/4: 0.9958
example |E| = 0.10 m^2/e, |B| = 0.20 m^2/e
example angle between E and B: 60 degrees
S = E^2 - B^2 = -0.0300 m^4/e^2
G = E.B = 0.0100 m^4/e^2
boost speed to parallel frame: 0.4025 c
parallel frame: magnetic a = 0.18174 m^2/e
parallel frame: electric b = 0.05503 m^2/e
Maxwell Lagrangian: -0.16357 m^4
spinor: bracket c1 S^2 + c2 G^2 = 1.60000e-03 m^8/e^4
spinor: quartic Lagrangian 4.50316e-07 m^4
spinor: quartic Lagrangian 6.4025e+17 J/m^3 (electron mass)
spinor: |quartic / Maxwell| = 2.753e-06
spinor: sextic term -7.4785e-09 m^4
spinor: full one-loop real part 4.43275e-07 m^4
spinor: (full - quartic)/quartic = -1.56 percent
spinor: imaginary part 2.03e-29 m^4
scalar: bracket c1 S^2 + c2 G^2 = 4.18750e-04 m^8/e^4
scalar: quartic Lagrangian 1.17856e-07 m^4
scalar: quartic Lagrangian 1.6757e+17 J/m^3 (electron mass)
scalar: |quartic / Maxwell| = 7.205e-07
scalar: sextic term -2.4350e-09 m^4
scalar: full one-loop real part 1.15566e-07 m^4
scalar: (full - quartic)/quartic = -1.94 percent
scalar: imaginary part 6.32e-34 m^4
scalar / spinor quartic Lagrangian: 0.2617
```
